# The Caroli Formula for Phonon Transmission by Elimination of Harmonic Leads

## 1. Definitions and conventions

A finite central region $C$ is joined to two semi-infinite leads $L$ and $R$. An atom of mass $m_i$ has displacement $x_i$ from equilibrium, and $u_i=\sqrt{m_i}\,x_i$. In the harmonic approximation

$$H=\tfrac12\dot u^T\dot u+\tfrac12u^TKu,\qquad \ddot u=-Ku, \tag{1}$$

with $K$ real and symmetric. These linear equations hold for classical variables and for Heisenberg operators alike. The diagonal blocks of $K$ are $K_L,K_C,K_R$. The coupling blocks are $V_{\alpha C}=V_{C\alpha}^T$ for $\alpha=L,R$. A spring between a lead atom and a central atom also contributes to the diagonals of $K_\alpha$ and $K_C$, so an isolated lead is one whose central neighbours are held fixed.

The Fourier convention is $u(t)=\int\frac{d\omega}{2\pi}\,u(\omega)e^{-i\omega t}$. Define

$$g_\alpha=[(\omega+i0)^2-K_\alpha]^{-1},\quad \Sigma_\alpha=V_{C\alpha}g_\alpha V_{\alpha C},\quad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),$$

$$G=[(\omega+i0)^2-K_C-\Sigma_L-\Sigma_R]^{-1}. \tag{2}$$

Since $K$ is symmetric, so are $\Sigma_\alpha$ and $G$, and $\Gamma_\alpha=-2\,\mathrm{Im}\,\Sigma_\alpha$ is real. Replacing $\omega$ by $-\omega$ conjugates $(\omega+i0)^2$. Hence $G(-\omega)=G(\omega)^*$ and $\Gamma_\alpha(-\omega)=-\Gamma_\alpha(\omega)$.

## 2. Theorem

Assume:

1. No block of $K$ joins $L$ directly to $R$.
2. The spectrum of $K$ is bounded below by a positive number.
3. There are no undamped localized modes, either in the joined system or in the isolated leads. The central region then forgets its initial state, and $\Gamma_\alpha(\omega)$ is an ordinary function.
4. In the remote past the parts were uncoupled, with lead $\alpha$ in equilibrium at temperature $T_\alpha$.

Then the steady heat current from $L$ to $R$ is

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n_L(\omega)-n_R(\omega)],\qquad \mathcal T=\mathrm{Tr}[G\Gamma_LG^\dagger\Gamma_R], \tag{3}$$

where $n_\alpha=[e^{\hbar\omega/k_BT_\alpha}-1]^{-1}$. The trace is the Caroli formula.

## 3. Lemma 1: elimination of the leads

**Claim.** In the steady state $u_C=G(\xi_L+\xi_R)$, where $\xi_\alpha=V_{C\alpha}u_\alpha^0$ and $u_\alpha^0$ is the motion of the isolated lead.

**Proof.** The lead rows of (1) read $\ddot u_\alpha=-K_\alpha u_\alpha-V_{\alpha C}u_C$; assumption 1 excludes the other lead. In frequency space, $(\omega^2-K_\alpha)u_\alpha=V_{\alpha C}u_C$. The general solution is a free motion plus a driven one. The lead responds only after it is driven, which selects $\omega+i0$:

$$u_\alpha=u_\alpha^0+g_\alpha V_{\alpha C}u_C. \tag{4}$$

The central rows give

$$(\omega^2-K_C)u_C=\sum_\alpha V_{C\alpha}u_\alpha=\sum_\alpha(\xi_\alpha+\Sigma_\alpha u_C).$$

Moving the $\Sigma_\alpha u_C$ terms to the left and inverting gives the claim. The free motion of $C$ has been dropped because it decays by assumption 3. $\square$

The real part of $\Sigma_\alpha$ changes the stiffness felt by $C$. Its imaginary part describes energy radiated into the lead. Setting $\xi_\alpha=0$ and placing a unit source on the right-hand side of the central rows gives the same elimination, so $G$ is also the central block of the inverse of the complete matrix $(\omega+i0)^2-K$.

## 4. Lemma 2: the noise spectrum

For stationary operators $a,b$ define the symmetrized spectrum $C^{ab}$ by

$$\tfrac12\langle\{a_i(\omega),b_j(\omega')^\dagger\}\rangle=2\pi\delta(\omega-\omega')C^{ab}_{ij}(\omega). \tag{5}$$

For Hermitian $a(t)$ and $b(t)$, the equal-time symmetrized average is then $\int\frac{d\omega}{2\pi}C^{ab}_{ij}$.

**Claim.** The noise $\xi_\alpha$ has spectrum $S_\alpha=\hbar(n_\alpha+\frac12)\Gamma_\alpha$.

**Proof.** Let $e_j$ be a normalized mode of $K_\alpha$ with frequency $\Omega_j$ and coordinate $q_j$. In equilibrium

$$\tfrac12\langle\{q_j(t),q_j(0)\}\rangle=\frac{\hbar}{\Omega_j}\left[n_\alpha(\Omega_j)+\tfrac12\right]\cos\Omega_jt.$$

For $\omega>0$ its Fourier transform is $\frac{\pi\hbar}{\Omega_j}(n_\alpha+\frac12)\delta(\omega-\Omega_j)$. On the other hand,

$$g_\alpha=\sum_j\frac{e_je_j^T}{(\omega+i0)^2-\Omega_j^2},\qquad \mathrm{Im}\,g_\alpha=-\pi\sum_je_je_j^T\delta(\omega^2-\Omega_j^2).$$

Therefore

$$\Gamma_\alpha=2\pi V_{C\alpha}\delta(\omega^2-K_\alpha)V_{\alpha C}=\sum_j\frac{\pi}{\Omega_j}\delta(\omega-\Omega_j)\,V_{C\alpha}e_je_j^TV_{\alpha C}, \tag{6}$$

where $\delta(\omega^2-\Omega_j^2)=\delta(\omega-\Omega_j)/2\Omega_j$ was used. Multiplication by $\hbar(n_\alpha+\frac12)$ gives the noise spectrum. At negative frequency both $\Gamma_\alpha$ and $n_\alpha+\frac12$ change sign, so the same expression gives the required even spectrum. $\square$

Equation (6) also shows that $\Gamma_\alpha\ge0$ for $\omega>0$. The two noises are uncorrelated because the leads began in independent states.

## 5. Lemma 3: the spectral identity

With $\Gamma=\Gamma_L+\Gamma_R$,

$$i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G. \tag{7}$$

**Proof.** The definition of $\Gamma$ means $\Sigma-\Sigma^\dagger=-i\Gamma$, where $\Sigma=\Sigma_L+\Sigma_R$. Thus $G^{-1}-(G^\dagger)^{-1}=i\Gamma$. Now

$$G-G^\dagger=G[(G^\dagger)^{-1}-G^{-1}]G^\dagger=-iG\Gamma G^\dagger.$$

Placing $G^\dagger$ on the left and $G$ on the right gives the second form. $\square$

## 6. Proof of the theorem

Let $H_R=\frac12\dot u_R^T\dot u_R+\frac12u_R^TK_Ru_R$. From the equation of motion,

$$\frac{dH_R}{dt}=-\dot u_R^TV_{RC}u_C. \tag{8}$$

By assumptions 2 and 3 displacement correlations become stationary, so the mean of

$$\frac{d}{dt}(u_R^TV_{RC}u_C)=\dot u_R^TV_{RC}u_C+u_R^TV_{RC}\dot u_C$$

vanishes. Hence $J=\langle\dot u_C^TF\rangle$, with $F=V_{CR}u_R=\xi_R+\Sigma_Ru_C$ by (4).

Since $\dot u_C(\omega)^\dagger=i\omega u_C(\omega)^\dagger$, equation (5) gives

$$J=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,i\omega\,\mathrm{Tr}[S_RG^\dagger+\Sigma_RD],\qquad D=G(S_L+S_R)G^\dagger. \tag{9}$$

The first term is the correlation of $\xi_R$ with the motion it causes. As $J$ is real, take the real part. The matrices $D$ and $S_R$ are Hermitian, so

$$\mathrm{Re}\,i\mathrm{Tr}[\Sigma_RD]=\tfrac12\mathrm{Tr}[i(\Sigma_R-\Sigma_R^\dagger)D]=\tfrac12\mathrm{Tr}[\Gamma_RD],$$

$$\mathrm{Re}\,i\mathrm{Tr}[S_RG^\dagger]=-\tfrac12\mathrm{Tr}[S_R\,i(G-G^\dagger)]=-\tfrac12\mathrm{Tr}[S_RG(\Gamma_L+\Gamma_R)G^\dagger].$$

The left noise contributes $\frac12\omega\hbar(n_L+\frac12)\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. The right noise contributes

$$\tfrac12\omega\hbar(n_R+\tfrac12)\left\{\mathrm{Tr}[\Gamma_RG\Gamma_RG^\dagger]-\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]-\mathrm{Tr}[\Gamma_RG\Gamma_RG^\dagger]\right\}.$$

The first and last traces cancel. By cyclicity the remaining trace is $\mathcal T$, so

$$J=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{\hbar\omega}{2}\,\mathcal T(\omega)(n_L-n_R).$$

The zero-point terms have cancelled. The relation $n(-\omega)=-1-n(\omega)$ makes $n_L-n_R$ odd, while the symmetries in Section 1 make $\mathcal T$ even. The integrand is therefore even, and twice its positive-frequency half is (3). $\square$

## 7. Why the trace is a transmission

**Bound.** For $\omega>0$ let $t=\Gamma_R^{1/2}G\Gamma_L^{1/2}$, $M=\Gamma_L^{1/2}G\Gamma_L^{1/2}$ and $s=1-iM$. Then $\mathcal T=\mathrm{Tr}[t^\dagger t]$ and

$$s^\dagger s=1-i(M-M^\dagger)+M^\dagger M.$$

By (7), $i(M-M^\dagger)=\Gamma_L^{1/2}G^\dagger(\Gamma_L+\Gamma_R)G\Gamma_L^{1/2}$. Its $\Gamma_L$ part is $M^\dagger M$ and its $\Gamma_R$ part is $t^\dagger t$. Therefore $s^\dagger s+t^\dagger t=1$, and each eigenvalue of $t^\dagger t$ lies between 0 and 1. By (6), the rank of $\Gamma_\alpha$ cannot exceed the number $N_\alpha$ of open channels, since each incoming channel supplies one lead state at that frequency. Thus $0\le\mathcal T\le\min(N_L,N_R)$.

**Energy flux.** Let $\phi_a$ be the isolated-lead state with a wave incident in channel $a$ of $L$, normalized so that $\sum_a\phi_a\phi_a^\dagger=\delta(\omega^2-K_L)$. It produces the central amplitude $A_a=GV_{CL}\phi_a$. For motion $\mathrm{Re}(A_ae^{-i\omega t})$, the mean power entering $R$ is

$$P_a=\tfrac12\mathrm{Re}[i\omega A_a^\dagger\Sigma_RA_a]=\frac{\omega}{4}A_a^\dagger\Gamma_RA_a.$$

By (6), summing over $a$ replaces $V_{CL}\sum_a\phi_a\phi_a^\dagger V_{LC}$ by $\Gamma_L/2\pi$, so $\sum_aP_a=\omega\mathcal T/8\pi$.

The incident power follows from the normalization. An incoming wave of amplitude $B$ and its equal-flux reflection have norm $2\pi|B|^2\delta(q-q')$ on a half-line. Since $d\omega^2/dq=2\omega v$, with $v$ the group speed per layer, $|B|^2=1/(4\pi\omega v)$. The incident flux is $\frac12\omega^2|B|^2v=\omega/8\pi$ in every channel. Hence $\mathcal T$ is the sum, over incident channels, of the transmitted fraction of energy.

**Reciprocity.** Transposing the trace, with $G^T=G$ and $\Gamma_\alpha^T=\Gamma_\alpha$, gives $\mathcal T=\mathrm{Tr}[G\Gamma_RG^\dagger\Gamma_L]$. Transmission from the right is the same.

## 8. One heavy atom in a chain

Take atoms of mass $m$ and springs $k$, with $\kappa=k/m$, and replace one atom by mass $\mu m$. Each atom has a pinning spring equal to its mass times $\omega_p^2$, which adds $\omega_p^2$ to every squared frequency. Put

$$w=\omega^2-\omega_p^2=2\kappa(1-\cos q),\qquad 0<q<\pi.$$

Eliminating all but the end atom of a lead gives $g=[w-2\kappa-\kappa^2g]^{-1}$. Since $w-2\kappa=-2\kappa\cos q$, the value $g=-e^{iq}/\kappa$ solves it: the bracket becomes $-2\kappa\cos q+\kappa e^{iq}=-\kappa e^{-iq}$. The sign of $q$ makes $\mathrm{Im}\,g<0$, as required. The coupling is $-\kappa/\sqrt\mu$, so for each lead

$$\Sigma=-\frac{\kappa}{\mu}e^{iq},\qquad \Gamma=\frac{2\kappa\sin q}{\mu},$$

$$G^{-1}=w-\frac{2\kappa}{\mu}+\frac{2\kappa}{\mu}e^{iq}=\frac{(\mu-1)w+2i\kappa\sin q}{\mu}.$$

Here $2\kappa(1-\cos q)=w$ was used. Also $4\kappa^2\sin^2q=w(4\kappa-w)$, so

$$\mathcal T=\Gamma^2|G|^2=\frac{4\kappa-w}{4\kappa-w+(\mu-1)^2w}. \tag{10}$$

Use $\omega_0=\sqrt\kappa$ as the frequency unit, with $\mu=3$, $\omega_p=0.40\,\omega_0$ and $\omega=\omega_0$. Then $w=1-0.16=0.84\,\omega_0^2$, $\cos q=0.58$ and $q=0.9521$. The matrices are numbers: $\Sigma=(-0.1933-0.2715i)\omega_0^2$, $\Gamma=0.5431\,\omega_0^2$ and $G=(0.9202-0.8924i)/\omega_0^2$. Equation (10) gives $3.16/(3.16+4\times0.84)=0.4847$.

For $\mu=1$ transmission is perfect. For $\mu\ne1$ it tends to one at the lower band edge, where neighbouring atoms move together, and to zero at the upper edge.

A light atom violates assumption 3. Above the band set $q=\pi+i\lambda$ with $\lambda>0$. A zero of $G^{-1}$ then requires $(1-\mu)(1+\cosh\lambda)=\sinh\lambda$, or $\tanh(\lambda/2)=1-\mu$, which has a solution for $0<\mu<1$. That localized vibration keeps a memory of its preparation.

## 9. A ladder with unequal leads

The second model has two atoms per layer and one scalar displacement per atom. The parameters are round model values: longitudinal spring $k=30$ N/m, left-lead mass $m=30$ u, right-lead mass $1.5m$, and rung spring $r=0.50k$. Thus $\omega_0=24.54$ rad/ps. The two central layers have masses $(1,2)m$ and $(3,1)m$, with rung springs $0.2k$ and $0.5k$. Pinning is again $\omega_p=0.40\,\omega_0$.

In a lead of atomic mass $M$, motions even and odd under exchange of the legs obey

$$M(\omega^2-\omega_p^2)=2k(1-\cos q)\quad\text{and}\quad 2k(1-\cos q)+2r.$$

This gives the channel counts below.

| $\omega/\omega_0$ | $N_L$ | $N_R$ | $\mathcal T$ |
|---:|---:|---:|---:|
| 0.70 | 1 | 1 | 0.938 |
| 1.00 | 1 | 2 | 0.818 |
| 1.40 | 2 | 2 | 0.629 |
| 1.80 | 2 | 1 | 0.297 |
| 2.00 | 2 | 0 | 0.000 |

At $1.40\,\omega_0$ the transmission eigenvalues are 0.350 and 0.279: the total is shared by two partly open channels. At $2.00\,\omega_0$ both right channels are closed, so $\Gamma_R=0$. Direct matching of plane and evanescent waves tests these values, and gives total reflection $N_L-\mathcal T$.

Near the lower edge the wavelength is long and the centre acts as a point contact. There $q\simeq\sqrt{M_\alpha(\omega^2-\omega_p^2)/k}$, so the impedance $kq/\omega$ of each lead is $Z_\alpha=\sqrt{kM_\alpha}$ times the factor $\sqrt{1-\omega_p^2/\omega^2}$, which is the same for both leads and equals one without pinning. This factor cancels, and continuity of velocity and force gives $\mathcal T=4Z_LZ_R/(Z_L+Z_R)^2=0.9898$, which the trace reproduces.

No mode lies outside the combined bands. Without pinning, the squared frequencies are ratios of nonnegative elastic energy to inertia. No central mass is below $m$ and no central spring exceeds its lead value, so these ratios cannot exceed the left-lead maximum. Pinning shifts them all equally. This argument says nothing about localized modes inside the bands; for those, the time evolution below is the evidence.

For leads at 150 K and 50 K, integration of (3) gives $J=3.91$ nW. As a test, a finite ladder with 300 layers per lead was evolved quantum mechanically from uncoupled parts, with the centre initially at 300 K. Over a smooth window from $t=250/\omega_0$ to $560/\omega_0$, before echoes return, $dH_R/dt$ averages 3.905 nW. The hot centre has left no appreciable trace in this time-averaged current.

## 10. Removing the pinning

Let $\omega'^2=\omega^2-\omega_p^2$. Since $\omega\,d\omega=\omega'd\omega'$, and $\mathcal T$ depends only on $\omega'$ in this model,

$$J=\int_0^\infty\frac{d\omega'}{2\pi}\,\hbar\omega'\,\mathcal T_{\rm free}(\omega')\,[n_L-n_R]_{\omega=\sqrt{\omega'^2+\omega_p^2}}. \tag{11}$$

For $T_L>T_R$ the occupation difference falls with frequency. Indeed, with $y=\hbar\omega/k_BT$, $-\omega\,\partial n/\partial\omega=y/[4\sinh^2(y/2)]$ decreases with $y$, and is therefore larger for the hotter lead. Removing the pinning raises the current continuously, here to 5.77 nW.

Assumption 2 now fails. Equation (8) still holds, but its mean is no longer the heat current. The energy $H_R$ includes contact springs attached to fixed walls. The heat current is instead the power through the actual bonds, $k\langle(x_C-x_R)\dot x_R\rangle$ summed over the two legs, and

$$\frac{d\langle H_R\rangle}{dt}=P_{\rm bond}+\frac{k}{2}\frac{d}{dt}\sum\langle x_R^2\rangle. \tag{12}$$

The last term vanishes for stationary displacements but not here. The finite-ladder calculation gives $P_{\rm bond}=5.74$ nW, close to (3), but $d\langle H_R\rangle/dt=1.86$ nW.

The sign of this difference comes from the finite leads. At long wavelength the contact moves by $x=2(Z_La_L+Z_Ra_R)/(Z_L+Z_R)$, where $a_\alpha$ is the incident displacement. For a lead of $\ell$ layers and sound speed $c$, with $s=ct<\ell$,

$$a=\frac12\left[x_0(s)+\frac1c\int_0^s\dot x_0\,ds'\right].$$

In the classical long-wave limit, a lead fixed at both ends has $\langle x_0^2\rangle=(k_BT/k)s(1-s/\ell)$, and the velocity term has variance $(k_BT/k)s$. Hence $\langle a^2\rangle=(k_BT/4k)(2s-s^2/\ell)$. Reflection at the far wall replaces $s$ by $2\ell-s$ and reverses the sign of $x_0$, leaving this formula unchanged up to $s=2\ell$. With $\tau_\alpha=\ell/c_\alpha$ and $Z_\alpha c_\alpha=k$, the last term of (12) is

$$\frac{k}{(Z_L+Z_R)^2}\sum_\alpha Z_\alpha k_BT_\alpha\left(1-\frac{t}{\tau_\alpha}\right). \tag{13}$$

In infinite leads it is positive: the contact diffuses. In the finite ladder each lead's term changes sign at its own one-way travel time, $\tau_L=300/\omega_0$ and $\tau_R=367/\omega_0$, and the sum (13) turns negative between them, at $t\approx317/\omega_0$. The averaging window is symmetric about $t=405/\omega_0$, and (13) is linear in $t$, so its average is its value there, $-4.02$ nW. The finite-ladder difference $d\langle H_R\rangle/dt-P_{\rm bond}$ is $-3.87$ nW, so the classical long-wave estimate accounts for the reduced growth of $H_R$ to about 4%.

## 11. Thermal limits

For a small temperature difference, $J=\mathcal G\,\Delta T$ with

$$\mathcal G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,\frac{\partial n}{\partial T}.$$

If $k_BT$ greatly exceeds every transmitted $\hbar\omega$, then $n\simeq k_BT/\hbar\omega$ and $\mathcal G\to k_B\int_0^\infty\frac{d\omega}{2\pi}\mathcal T$. In an unpinned system at low temperature, only the limit $\mathcal T(0)$ matters. Setting $y=\hbar\omega/k_BT$ gives

$$\mathcal G\to\mathcal T(0)\frac{k_B^2T}{2\pi\hbar}\int_0^\infty\frac{y^2e^y}{(e^y-1)^2}dy=\mathcal T(0)\frac{\pi k_B^2T}{6\hbar},$$

because the integral equals $\pi^2/3$. With pinning, thermal excitation across the gap $\hbar\omega_p$ suppresses the conductance exponentially instead.

The theorem concerns harmonic motion. Anharmonic forces in $C$ add scattering between frequencies, and (3) then no longer follows from Lemma 1. The numerical output below gives the remaining comparisons.

## Computed values

```
spring k = 30.0 N/m, left-lead mass m = 30.0 u
frequency scale w0 = sqrt(k/m) = 24.540 rad/ps
temperature scale hbar w0/kB = 187.44 K
power scale hbar w0^2 = 63.508 nW
pinning frequency = 0.40 w0; rung spring = 0.50 k
right-lead mass = 1.50 m; central masses/m = [[1.0, 2.0], [3.0, 1.0]]
central rung springs/k = [0.2, 0.5]
single chain, impurity mass = 3.0 m, at w = 1.00 w0:
  w^2 - pin^2 = 0.8400 w0^2, q = 0.9521 rad
  Sigma per lead = -0.1933-0.2715j w0^2, Gamma = 0.5431 w0^2
  G = 0.9202-0.8924j / w0^2, T = 0.4847
  single chain: w = 0.60 w0, T = 0.8261
  single chain: w = 1.00 w0, T = 0.4847
  single chain: w = 1.50 w0, T = 0.1860
  single chain: w = 1.90 w0, T = 0.0383
ladder: w/w0, open left, open right, T trace, T waves, R waves
  0.70  1  1  0.93833  0.93833  0.06167
  1.00  1  2  0.81753  0.81753  0.18247
  1.40  2  2  0.62950  0.62950  1.37050
  1.80  2  1  0.29679  0.29679  1.70321
  2.00  2  0  0.00000  0.00000  2.00000
largest trace-wave difference on 60 frequencies = 2.2e-05
transmission eigenvalues at w = 1.40 w0: 0.35015, 0.27934
long-wave T = 0.9898; impedance formula = 0.9898
elimination vs full inverse, largest difference = 6.7e-16 / w0^2
finite-ladder modes: 0.4000 to 2.2715 w0; band limits 0.4000 to 2.2716 w0
lead temperatures = 150 K and 50 K; centre starts at 300 K
ladder used in time evolution: 300 layers per lead
pinned: J from trace formula = 3.9065 nW
pinned: growth rate of H_R = 3.9050 nW
pinned: bond power = 3.9051 nW
noise covariance, spectrum vs modes: relative difference = 1.6e-07
unpinned: J from trace formula = 5.7675 nW
unpinned: bond power = 5.7357 nW
unpinned: growth rate of H_R = 1.8646 nW
```
